\section*{Quantised interface polar phonons and their coupling to a two-dimensional channel}

\section*{The problem}

A non-polar semiconductor, the host, fills $z>0$ and has a constant permittivity $\epsilon_s$. A polar dielectric fills $z<0$. Its lattice vibrations carry electric dipoles, so their field can reach an electron in the host. The task is to quantise the vibrations bound to the interface and to find how strongly, and over what distance, they act on a thin channel parallel to it.

Hartree atomic units are used: $\hbar=m_e=e=4\pi\varepsilon_0=1$, and the electron has charge $-1$. The interface is flat and sharp, with area $A$ and periodic boundary conditions in the plane; $\mathbf r$ and $\mathbf q\neq0$ are the in-plane position and wavevector. Both media extend far beyond $1/q$. Retardation, dispersion and damping of the bare vibrations, and screening by free carriers are left out.

The dielectric has transverse optical (TO) frequencies $\omega_\nu$. For each $\nu$, let $\mathbf w_\nu$ be the relative displacement of the ions times the square root of their reduced mass density. The model is
\begin{equation}
\ddot{\mathbf w}_\nu=-\omega_\nu^2\mathbf w_\nu+\gamma_\nu\mathbf E,\qquad
\mathbf D=\epsilon_{\rm bg}\mathbf E+4\pi\sum_\nu\gamma_\nu\mathbf w_\nu ,
\label{eom}
\end{equation}
where $\epsilon_{\rm bg}=\epsilon_\infty$ in the dielectric and $\epsilon_s$ in the host, and $\mathbf w_\nu=0$ in the host.

\section*{(a) Permittivity and energy}

\textit{Relate $\gamma_\nu$ to the dielectric oscillator strength, and find the energy from which the equation of motion follows.}

\medskip
\textbf{Solution.} At frequency $\omega$, equation (\ref{eom}) gives $\mathbf w_\nu=\gamma_\nu\mathbf E/(\omega_\nu^2-\omega^2)$. Inserting this in $\mathbf D=\epsilon(\omega)\mathbf E$ gives
\begin{equation}
\epsilon(\omega)=\epsilon_\infty+\sum_\nu\frac{\Delta_\nu\omega_\nu^2}{\omega_\nu^2-\omega^2},
\qquad \gamma_\nu^2=\frac{\Delta_\nu\omega_\nu^2}{4\pi}.
\label{eps}
\end{equation}
The dimensionless strength $\Delta_\nu>0$ is the contribution of oscillator $\nu$ to the static permittivity, $\epsilon_0=\epsilon_\infty+\sum_\nu\Delta_\nu$.

For the energy, take
\begin{equation}
H=\frac12\sum_\nu\int(\dot{\mathbf w}_\nu^2+\omega_\nu^2\mathbf w_\nu^2)\,d^3r
+\int\frac{\epsilon_{\rm bg}E^2}{8\pi}\,d^3r .
\label{energy}
\end{equation}
The field is fixed by the displacements through $\mathbf E=-\nabla\phi$ and $\nabla\cdot\mathbf D=0$. To find the force, vary $\mathbf w_\nu$. Since $\nabla\cdot\delta\mathbf D=0$, integration by parts gives $\int\mathbf E\cdot\delta\mathbf D\,d^3r=0$, that is,
\begin{equation}
\int\frac{\epsilon_{\rm bg}\mathbf E\cdot\delta\mathbf E}{4\pi}\,d^3r
=-\sum_\nu\int\gamma_\nu\mathbf E\cdot\delta\mathbf w_\nu\,d^3r .
\end{equation}
The left side is the variation of the field energy. The force on $\mathbf w_\nu$ is minus the derivative of the potential energy, hence $-\omega_\nu^2\mathbf w_\nu+\gamma_\nu\mathbf E$, as required. The kinetic term shows that the momentum conjugate to $\mathbf w_\nu$ is $\dot{\mathbf w}_\nu$.

\section*{(b) Which vibrations have a field in the host?}

\textit{Classify the normal modes at fixed $\mathbf q$ and find the interface frequencies.}

\medskip
\textbf{Solution.} There are three cases.

First, let $\omega=\omega_\nu$. The equation of motion then requires $\gamma_\nu\mathbf E=0$ in the dielectric. For $\mathbf q\neq0$ the potential vanishes there, and by continuity and Laplace's equation it vanishes in the host too. These TO modes have no electric field.

Second, let $\epsilon(\omega)=0$, which defines the longitudinal optical (LO) frequencies. Then $\mathbf D=0$ in the dielectric. Continuity of $D_z$ requires $\partial_z\phi=0$ on the host side of the interface. A decaying solution $e^{-qz}$ satisfies this only with zero amplitude. The bulk LO modes therefore have a potential that vanishes at the interface and outside the dielectric.

Third, if $\epsilon(\omega)$ is finite and nonzero, $\nabla\cdot\mathbf D=0$ gives $\nabla^2\phi=0$ on both sides. The bounded, continuous solution is
\begin{equation}
\phi=\varphi_q e^{i\mathbf q\cdot\mathbf r-q|z|}.
\label{potential}
\end{equation}
At the interface $D_z=\epsilon_s q\phi$ on the host side and $D_z=-\epsilon(\omega)q\phi$ on the dielectric side. Equality gives
\begin{equation}
\epsilon(\omega_j)=-\epsilon_s .
\label{so}
\end{equation}
Its roots do not depend on $q$. Differentiating (\ref{eps}),
\begin{equation}
\epsilon'(\omega)=\sum_\nu\frac{2\omega\Delta_\nu\omega_\nu^2}{(\omega_\nu^2-\omega^2)^2}>0 .
\label{slope}
\end{equation}
Just above each TO frequency $\epsilon$ starts from $-\infty$ and rises, passing $-\epsilon_s$ before zero. There is thus one interface mode per oscillator, between its TO and LO frequencies.

For a single oscillator with TO frequency $\omega_T$ and strength $\Delta$, condition (\ref{so}) gives
\begin{equation}
\omega_S^2=\omega_T^2\left(1+\frac{\Delta}{\epsilon_s+\epsilon_\infty}\right)
=\omega_T^2\,\frac{\epsilon_s+\epsilon_0}{\epsilon_s+\epsilon_\infty}.
\label{single}
\end{equation}

This classification was checked by diagonalising a discretised medium with two oscillators, without assuming a mode shape. Of its 1000 modes, 2 have a field in the host above numerical noise.

\section*{(c) Quantisation and coupling}

\textit{Normalise an interface mode, quantise it, and obtain its interaction with an electron at height $z>0$.}

\medskip
\textbf{Solution.} For one branch $j$, write $\mathbf w_\nu=\sum_{\mathbf q}Q_{\mathbf q}\mathbf u_{\nu\mathbf q}$. Reality of the displacement is ensured by $Q_{-\mathbf q}=Q_{\mathbf q}^\dagger$ and $\mathbf u_{\nu,-\mathbf q}=\mathbf u_{\nu\mathbf q}^*$. The normalisation is $\sum_\nu\int|\mathbf u_{\nu\mathbf q}|^2d^3r=1$.

In a normal mode the whole force is $-\omega_j^2\mathbf w_\nu$. The potential energy is quadratic in the displacements, so it equals minus one half of displacement times force. Therefore
\begin{equation}
H_j=\frac12\sum_{\mathbf q}\left(\dot Q_{\mathbf q}^\dagger\dot Q_{\mathbf q}
+\omega_j^2Q_{\mathbf q}^\dagger Q_{\mathbf q}\right).
\end{equation}
The field energy is already included in $\omega_j^2$ and must not be added again.

Let (\ref{potential}), with real $\varphi_q$, be the potential for $Q_{\mathbf q}=1$. In the dielectric the in-plane and normal field components both have magnitude $q\varphi_qe^{qz}$, so
\begin{equation}
\int_{z<0}|\mathbf E|^2d^3r
=A\varphi_q^2\int_{-\infty}^0 2q^2e^{2qz}dz=Aq\varphi_q^2 .
\end{equation}
With $\mathbf u_\nu=\gamma_\nu\mathbf E/(\omega_\nu^2-\omega_j^2)$, the normalisation becomes
\begin{equation}
1=Aq\varphi_q^2\sum_\nu\frac{\gamma_\nu^2}{(\omega_\nu^2-\omega_j^2)^2}
=Aq\varphi_q^2\,\frac{\epsilon'(\omega_j)}{8\pi\omega_j}.
\label{norm}
\end{equation}
The last step uses $\gamma_\nu^2=\Delta_\nu\omega_\nu^2/4\pi$ and (\ref{slope}).

Now set
\begin{equation}
Q_{\mathbf q}=\frac{a_{\mathbf q}+a_{-\mathbf q}^\dagger}{\sqrt{2\omega_j}},\qquad
P_{\mathbf q}=\dot Q_{\mathbf q}^\dagger
=i\sqrt{\frac{\omega_j}{2}}\left(a_{\mathbf q}^\dagger-a_{-\mathbf q}\right).
\end{equation}
From $[a_{\mathbf q},a_{\mathbf q'}^\dagger]=\delta_{\mathbf q\mathbf q'}$ the two terms of the commutator each contribute $i/2$, so $[Q_{\mathbf q},P_{\mathbf q}]=i$. In $H_j$ the terms with two creation or two annihilation operators cancel, leaving $\sum_{\mathbf q}\omega_j(a_{\mathbf q}^\dagger a_{\mathbf q}+\frac12)$.

The electron's energy is $-\phi$. Restoring the branch label,
\begin{equation}
H_{\rm int}=\sum_{\mathbf qj}M_{qj}e^{i\mathbf q\cdot\mathbf r}e^{-qz}
\left(a_{\mathbf qj}+a_{-\mathbf qj}^\dagger\right),
\qquad M_{qj}=-\frac{\varphi_{qj}}{\sqrt{2\omega_j}} .
\end{equation}
Equation (\ref{norm}) gives $\varphi_{qj}^2=8\pi\omega_j/[Aq\epsilon'(\omega_j)]$, so
\begin{equation}
|M_{qj}|^2=\frac{4\pi}{Aq\,\epsilon'(\omega_j)}
=\frac{2\pi\omega_jF_j}{Aq},\qquad
F_j=\frac{2}{\omega_j\epsilon'(\omega_j)} .
\label{coupling}
\end{equation}
The dimensionless $F_j$ is the mode strength. At fixed $q$ the squared coupling falls with height as $e^{-2qz}$: short-wavelength fluctuations of the interface charge average out sooner.

For one oscillator, (\ref{single}) gives $\omega_S^2-\omega_T^2=\omega_T^2\Delta/(\epsilon_s+\epsilon_\infty)$. Substitution in (\ref{slope}) yields $\epsilon'(\omega_S)=2\omega_S(\epsilon_s+\epsilon_\infty)^2/(\Delta\omega_T^2)$, and hence
\begin{equation}
F=\frac{\Delta\,\omega_T^2}{\omega_S^2(\epsilon_s+\epsilon_\infty)^2}
=\frac{\Delta}{(\epsilon_s+\epsilon_\infty)(\epsilon_s+\epsilon_0)}
=\frac1{\epsilon_s+\epsilon_\infty}-\frac1{\epsilon_s+\epsilon_0}.
\end{equation}
A weak oscillator has $F\propto\Delta$. For large $\Delta$, $F$ saturates at $1/(\epsilon_s+\epsilon_\infty)$, because the field of the ionic polarisation opposes the displacement and raises $\omega_S$. At fixed $\omega_T$ the squared coupling still grows as $\sqrt\Delta$ through $\omega_S$.

\section*{(d) Two oscillators sharing one interface}

\textit{Find sum rules for $F_j$. Then take $\epsilon_s=12$, $\epsilon_\infty=5$, TO energies 15 and 50 meV, and strengths 13 and 4. These are round model parameters. Compare the mode strengths with those found by treating the oscillators one at a time.}

\medskip
\textbf{Solution.} Consider $1/[\epsilon_s+\epsilon(\omega)]$ as a function of $x=\omega^2$. It has simple poles at $x_j=\omega_j^2$ with residues $1/(d\epsilon/dx)=2\omega_j/\epsilon'(\omega_j)=\omega_j^2F_j$, and tends to $1/(\epsilon_s+\epsilon_\infty)$ at large $x$. Hence
\begin{equation}
\frac1{\epsilon_s+\epsilon(\omega)}=\frac1{\epsilon_s+\epsilon_\infty}
+\sum_j\frac{\omega_j^2F_j}{\omega^2-\omega_j^2}.
\end{equation}
Setting $\omega=0$ gives the first sum rule. For the second, use $\epsilon\simeq\epsilon_\infty-\sum_\nu\Delta_\nu\omega_\nu^2/\omega^2$ at high frequency and compare the terms in $1/\omega^2$:
\begin{equation}
\sum_jF_j=\frac1{\epsilon_s+\epsilon_\infty}-\frac1{\epsilon_s+\epsilon_0},\qquad
\sum_j\omega_j^2F_j=\frac{\sum_\nu\Delta_\nu\omega_\nu^2}{(\epsilon_s+\epsilon_\infty)^2}.
\label{sums}
\end{equation}

In the example $\epsilon_0=5+13+4=22$. The roots of (\ref{so}) are 18.973 and 55.905 meV; the corresponding LO energies are 22.722 and 69.237 meV. From (\ref{slope}) and (\ref{coupling}), with energies in meV, the soft mode has
\begin{equation}
\frac1{F_1}=\frac{13(15)^2(18.973)^2}{(15^2-18.973^2)^2}
+\frac{4(50)^2(18.973)^2}{(50^2-18.973^2)^2}
\simeq57.8+0.8=58.6 ,
\end{equation}
or $F_1=0.01707$. The same calculation for the hard mode gives $F_2=0.01234$. Their sum, 0.02941, equals $1/17-1/34$. The discretised medium gives the same two strengths to the printed digits.

The one-at-a-time approximation lets the hard oscillator follow the soft mode instantly and freezes the soft oscillator during the hard mode. The intermediate permittivity is $5+4=9$, so
\begin{equation}
F_1^{\rm app}=\frac1{21}-\frac1{34}=0.01821,\qquad
F_2^{\rm app}=\frac1{17}-\frac1{21}=0.01120 .
\end{equation}
Relative to the full two-oscillator values these are 6.7\% too large and 9.2\% too small. The total is right because the differences telescope. The neglected terms are of relative order $(\omega_1/\omega_2)^2$, with $\omega_1,\omega_2$ here the TO frequencies. In the numerical test, lowering the soft TO frequency tenfold reduced both errors by more than a factor of 30.

\section*{(e) A fixed charge and the meaning of distance decay}

\textit{Find the energy shift of a fixed electron at height $d$, and check it by electrostatics.}

\medskip
\textbf{Solution.} Put $g_{\mathbf qj}=M_{qj}e^{i\mathbf q\cdot\mathbf r}e^{-qd}$. Relabelling $\mathbf q\to-\mathbf q$ in the creation terms gives, for each oscillator,
\begin{equation}
\omega_ja^\dagger a+ga+g^*a^\dagger
=\omega_j\left(a^\dagger+\frac g{\omega_j}\right)
\left(a+\frac{g^*}{\omega_j}\right)-\frac{|g|^2}{\omega_j}.
\end{equation}
The displaced operators have the same commutator, so the last term is the energy shift. With $\sum_{\mathbf q}\to A\int q\,dq/(2\pi)$,
\begin{equation}
\delta E=-\sum_j\int_0^\infty\frac{q\,dq}{2\pi}\,
\frac{2\pi F_j}{q}e^{-2qd}=-\frac{\sum_jF_j}{2d}.
\label{shift}
\end{equation}
Each wavevector contributes an exponential, but the sum over all of them decays only as $1/d$. A greater distance removes large $q$ while leaving the range $q\lesssim1/d$. The $1/d$ law therefore needs a dielectric much thicker than $d$. For a thin layer backed by a metal gate the small-$q$ range is suppressed, and the shift falls faster, approaching $1/d^2$ when $d$ far exceeds the thickness.

For the electrostatic check, place a unit charge at $d$ and let the dielectric have permittivity $\epsilon$. With $R_1,R_2$ the distances from the charge and its mirror point, try $\phi=(1/R_1+\kappa/R_2)/\epsilon_s$ in the host and $\phi=\tau/R_1$ in the dielectric. Continuity of $\phi$ and $D_z$ gives $1+\kappa=\epsilon_s\tau$ and $1-\kappa=\epsilon\tau$. Thus $\kappa=(\epsilon_s-\epsilon)/(\epsilon_s+\epsilon)$. The energy is half the charge times the induced potential:
\begin{equation}
E_{\rm im}(\epsilon)=\frac{\kappa}{4\epsilon_sd}
=\frac1{4\epsilon_sd}\left(\frac{2\epsilon_s}{\epsilon_s+\epsilon}-1\right).
\end{equation}
The ions contribute $E_{\rm im}(\epsilon_0)-E_{\rm im}(\epsilon_\infty)$, which equals (\ref{shift}) by the first sum rule. This confirms the sign of the shift and the overall factor in $|M|^2$.

In the example the shift is $-21.2$ meV at 1 nm and $-10.6$ meV at 2 nm. The divergence at $d\to0$ lies outside the continuum model, which needs $1/q$ to be long compared with the atomic spacing.

\section*{(f) A channel of finite width}

\textit{Replace the fixed height by the lowest hard-wall state of a channel occupying $t<z<t+W$, with host permittivity throughout.}

\medskip
\textbf{Solution.} The density is $(2/W)\sin^2[\pi(z-t)/W]$. With $u=(z-t)/W$ and $x=qW$, the factor $e^{-qz}$ becomes $e^{-qt}f(x)$, where
\begin{align}
f(x)&=\int_0^1(1-\cos2\pi u)e^{-xu}du
=(1-e^{-x})\left(\frac1x-\frac{x}{x^2+4\pi^2}\right)\nonumber\\
&=\frac{1-e^{-x}}x\,\frac{4\pi^2}{x^2+4\pi^2}.
\end{align}
For small $x$, $f\simeq1-x/2$, so the electron acts as if at mid-channel. For large $x$, $f\simeq4\pi^2/x^3$: the part of the density nearest the interface dominates, and the dependence on width is algebraic. Because the exponential is convex and the mean of $u$ is $1/2$, $f(x)>e^{-x/2}$ for $x>0$.

For $W=5$ nm and the soft-mode wavevector found in (g), $x=1.578$ and $f=0.473$, against $e^{-x/2}=0.454$. For the hard mode $x=2.709$, and the values are 0.291 and 0.258. The squared matrix element contains $f^2$.

\section*{(g) Scattering from the band bottom}

\textit{An electron of mass $m=0.2$ rests at the band bottom of a thin sheet at height $d$. Find its golden-rule phonon absorption rate at 300 K and its distance dependence.}

\medskip
\textbf{Solution.} Absorption takes the electron to wavevector $\mathbf q$ and energy $q^2/2m$. With Bose occupation $n_j$,
\begin{align}
\Gamma_j&=2\pi n_j\sum_{\mathbf q}|M_{qj}|^2e^{-2qd}
\delta\!\left(\frac{q^2}{2m}-\omega_j\right)\nonumber\\
&=2\pi n_j\omega_jF_j\int_0^\infty dq\,e^{-2qd}
\delta\!\left(\frac{q^2}{2m}-\omega_j\right)
=2\pi n_j\omega_jF_j\frac m{q_j}e^{-2q_jd},
\label{rate}
\end{align}
where $q_j=\sqrt{2m\omega_j}$; the delta function contributes $1/(q_j/m)$. Energy conservation selects one $q$, so this rate, unlike (\ref{shift}), is exponential in $d$.

The wavevectors are 0.3156 and 0.5417 nm$^{-1}$, giving decay lengths $1/(2q_j)$ of 1.58 nm (soft) and 0.92 nm (hard). The rates in $10^{12}$ s$^{-1}$ are:
\begin{center}
\begin{tabular}{cccc}
$d$ (nm) & soft & hard & total\\
0.5 & 24.9 & 3.48 & 28.4\\
1.0 & 18.2 & 2.02 & 20.2\\
2.0 & 9.67 & 0.68 & 10.4\\
4.0 & 2.74 & 0.08 & 2.82
\end{tabular}
\end{center}

The soft-to-hard ratio at 1 nm follows from (\ref{rate}), since $\omega_j/q_j\propto\sqrt{\omega_j}$:
\begin{equation}
\frac{\Gamma_1}{\Gamma_2}=
\frac{0.9232}{0.1300}\,\frac{0.01707}{0.01234}
\sqrt{\frac{18.973}{55.905}}\;e^{2(0.5417-0.3156)}
\simeq7.10\times1.38\times0.583\times1.57\simeq9.0 .
\end{equation}
Thermal occupation is the largest factor. Distance then favours the soft mode further, because its $q_j$ is smaller.

These rates need a caution. The soft mode's angular frequency is $28.8\times10^{12}$ s$^{-1}$, so its rate at 1 nm is about 0.63 of that frequency. The golden rule assumes a much smaller ratio. Close to the interface the soft-mode values therefore lie outside the range of the golden rule and do not give reliable lifetimes. The hard-mode values are affected too, because they start from the same broadened state: the total rate at 1 nm is about 0.24 of the hard mode's angular frequency, $84.9\times10^{12}$ s$^{-1}$. The final states are broader still. An electron just above the soft-phonon energy can emit back to the band bottom at $(n_1+1)/n_1\simeq2.1$ times the absorption rate, which alone is about 1.3 of the soft frequency at 1 nm and 0.2 at 4 nm. At 4 nm the absorption ratio is about 0.1, which therefore does not establish that the golden rule is accurate there.

At $\omega_j$ the permittivities of both media have magnitude $\epsilon_s$, by (\ref{so}). Neglecting retardation therefore requires $q_jc/\omega_j\gg\sqrt{\epsilon_s}\simeq3.5$, and the two ratios are 3282 and 1912. Other omissions can matter more. Dense carriers screen the field and can mix their plasmons with the phonons. An interlayer of different permittivity changes (\ref{so}) and the field amplitude in the host, but beyond a layer of fixed thickness the decay is still $e^{-qz}$. A metal gate parallel to the interface at a finite distance changes (\ref{so}). If it lies behind a dielectric of thickness $T$, the condition becomes $\epsilon(\omega)=-\epsilon_s\tanh(qT)$, so the frequencies depend on $q$; this matters for layers of a few nanometres, comparable with $1/q_1\simeq3$ nm. The potential in the host still decays as $e^{-qz}$; if it lies in the host at height $L$, the potential between interface and gate is instead proportional to $\sinh[q(L-z)]$. A polar III--V host adds its own oscillators to the mode and its norm. The full set of values is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
host permittivity: 12.0
dielectric permittivity, high-frequency: 5.0
dielectric permittivity, static: 22.0
electron mass: 0.20 electron masses
temperature: 300 K
soft oscillator strength: 13.0
soft TO, interface, LO energies: 15.000, 18.973, 22.722 meV
soft mode strength F: 0.017068
soft mode F from diagonalisation: 0.017068
soft shortcut energy: 19.086 meV
soft shortcut F: 0.018207
soft shortcut error in F: 6.68 %
soft Bose occupation: 0.9232
soft absorption wavevector: 0.3156 nm^-1
soft rate decay length 1/(2q): 1.5844 nm
soft ratio q*c/omega: 3282
hard oscillator strength: 4.0
hard TO, interface, LO energies: 50.000, 55.905, 69.237 meV
hard mode strength F: 0.012344
hard mode F from diagonalisation: 0.012344
hard shortcut energy: 55.572 meV
hard shortcut F: 0.011204
hard shortcut error in F: -9.23 %
hard Bose occupation: 0.1300
hard absorption wavevector: 0.5417 nm^-1
hard rate decay length 1/(2q): 0.9230 nm
hard ratio q*c/omega: 1912
sum of mode strengths: 0.029412
modes in discretised medium: 1000
modes with a field in the host: 2
d = 0.5 nm: soft, hard, total absorption rates: 24.9270, 3.4756, 28.4025 10^12 s^-1
d = 0.5 nm: fixed-charge shift: -42.352 meV
d = 1.0 nm: soft, hard, total absorption rates: 18.1808, 2.0219, 20.2027 10^12 s^-1
d = 1.0 nm: fixed-charge shift: -21.176 meV
d = 2.0 nm: soft, hard, total absorption rates: 9.6716, 0.6843, 10.3559 10^12 s^-1
d = 2.0 nm: fixed-charge shift: -10.588 meV
d = 4.0 nm: soft, hard, total absorption rates: 2.7370, 0.0784, 2.8153 10^12 s^-1
d = 4.0 nm: fixed-charge shift: -5.294 meV
channel width: 5.0 nm
soft mode: qW, form factor, mid-plane exponential: 1.5779, 0.4731, 0.4543
hard mode: qW, form factor, mid-plane exponential: 2.7086, 0.2906, 0.2581
\end{verbatim}
